# Bound states of a right-angle bend and a cross of hard-wall waveguides

## Question

I am studying scattering in two-dimensional quantum wires. A particle of mass \(m\) is free inside channels of width \(w\), and \(\psi=0\) on the walls. A straight channel propagates nothing below

\[
E_1=\frac{\hbar^2\pi^2}{2mw^2}.
\]

I am supposed to show that a sharp right-angle bend has a bound state near \(0.93\,E_1\), and that a symmetric crossing of two channels has one near \(0.66\,E_1\). There is no attractive potential anywhere, so I don't see what holds the particle. I tried to match modes at the junction, but I got an infinite set of equations. I don't know how to extract an energy from it, or how to tell whether I have found all the states. Where would these states show up in the scattering matrix?

## Answer

The energy is entirely kinetic, so the question is whether the junction lets the wave function be smoother than the lowest transverse mode of an arm. Your infinite system answers this, because its matrix is also an energy functional.

I take infinitely long arms and set \(w=1\), with

\[
k^2=\frac{2mE}{\hbar^2}=\pi^2\varepsilon,\qquad \varepsilon=\frac{E}{E_1},\qquad \kappa_n=\pi\sqrt{n^2-\varepsilon}.
\]

For \(\varepsilon<1\) every \(\kappa_n\) is real, and every mode decays along the arms.

### Matching for the bend

Let the corner square be \(0<x,y<1\), with one arm at \(x>1\) and the other at \(y>1\). The region is symmetric under \(x\leftrightarrow y\), so states have parity \(s=\pm1\) under this exchange. In the square write

\[
\psi=\sum_n a_n\left[\sin(n\pi y)\frac{\sinh\kappa_nx}{\sinh\kappa_n}+s\,\sin(n\pi x)\frac{\sinh\kappa_ny}{\sinh\kappa_n}\right].
\]

Each term solves \(-\nabla^2\psi=k^2\psi\) and vanishes on the outer walls \(x=0\) and \(y=0\). At \(x=1\) the second part vanishes, so \(\psi\) joins continuously to the arm function

\[
\psi=\sum_n a_n\sin(n\pi y)\,e^{-\kappa_n(x-1)} .
\]

The slope must also be continuous. From inside the square,

\[
\partial_x\psi\big|_{1^-}=\sum_n a_n\kappa_n\coth\kappa_n\sin(n\pi y)+s\sum_m a_m m\pi(-1)^m\frac{\sinh\kappa_my}{\sinh\kappa_m}.
\]

To project on \(\sin(n\pi y)\) we need \(I=\int_0^1\sin(n\pi y)\sinh(\kappa_my)\,dy\). Two integrations by parts give

\[
\kappa_m^2I=-n\pi(-1)^n\sinh\kappa_m-n^2\pi^2I,
\]

and therefore

\[
I=-\frac{n\pi(-1)^n\sinh\kappa_m}{\kappa_m^2+n^2\pi^2},\qquad \kappa_m^2+n^2\pi^2=\pi^2(n^2+m^2-\varepsilon).
\]

Apply \(2\int_0^1\sin(n\pi y)\,dy\) to both slopes. The arm gives \(-\kappa_na_n\), so

\[
\kappa_n(1+\coth\kappa_n)a_n-s\sum_m\frac{2nm(-1)^{n+m}}{n^2+m^2-\varepsilon}a_m=0.
\]

The substitution \(a_n=(-1)^nb_n\) removes the alternating signs. The result is \(Mb=0\) with the real symmetric matrix

\[
M_{nm}=\kappa_n(1+\coth\kappa_n)\delta_{nm}-s\frac{2nm}{n^2+m^2-\varepsilon}.
\]

### Matching for the cross

Put the origin at the centre and first take states even in both \(x\) and \(y\). One quadrant is enough: its junction square is \(0<x,y<\tfrac12\), with zero slope on the axes. The transverse modes are \(\cos(n\pi y)\) with \(n\) odd, and in the square

\[
\psi=\sum_{n\ \mathrm{odd}}a_n\left[\cos(n\pi y)\frac{\cosh\kappa_nx}{\cosh(\kappa_n/2)}+s\,(x\leftrightarrow y)\right].
\]

Let \(\sigma_n=\sin(n\pi/2)=\pm1\). At \(x=\tfrac12\), the slope of the exchanged part is \(-s\sum_m a_mm\pi\sigma_m\cosh(\kappa_my)/\cosh(\kappa_m/2)\). Integration by parts now gives

\[
\int_0^{1/2}\cos(n\pi y)\cosh(\kappa_my)\,dy=\frac{n\pi\sigma_n\cosh(\kappa_m/2)}{\pi^2(n^2+m^2-\varepsilon)}.
\]

The projection factor is 4, because \(\int_0^{1/2}\cos^2(n\pi y)\,dy=\tfrac14\). With \(a_n=\sigma_nb_n\),

\[
M_{nm}=\kappa_n\left(1+\tanh\frac{\kappa_n}{2}\right)\delta_{nm}-s\frac{4nm}{n^2+m^2-\varepsilon},\qquad n,m\ \text{odd}.
\]

### Why a bound state must exist

Consider

\[
Q[\psi]=\int\left(|\nabla\psi|^2-k^2\psi^2\right)dx\,dy .
\]

Fix the values of \(\psi\) on the interfaces between square and arms, and let \(\psi_0\) be the matched expansion with those values. Any other choice is \(\psi_0+\phi\), with \(\phi=0\) on the interfaces. The cross term vanishes because \(\psi_0\) solves the wave equation in each piece. Also \(Q[\phi]\ge0\): with \(\phi=0\) on the interfaces, the lowest value of \(k^2\) is \(2\pi^2\) in the square and \(\pi^2\) in an arm. Thus \(\psi_0\) minimises \(Q\).

Green's theorem turns \(Q[\psi_0]\) into the slope mismatch at the interfaces, multiplied by \(\psi\):

\[
Q[\psi_0]=b^TMb\ \ \text{(bend)},\qquad Q[\psi_0]=2\,b^TMb\ \ \text{(whole cross)}.
\]

For the bend, two interfaces each contribute a factor \(\tfrac12\) from \(\int\sin^2\). For the cross, each quadrant has two interfaces with a factor \(\tfrac14\), and there are four quadrants.

If \(b^TMb<0\) for some \(b\) at \(\varepsilon<1\), then \(\int|\nabla\psi_0|^2<k^2\int\psi_0^2\). The ground state then lies below that \(\varepsilon\), hence below the continuum, and is bound. Take \(s=+1\) and keep only \(b_1\). As \(\varepsilon\to1\), \(\kappa_1\to0\) and \(\kappa_1\coth\kappa_1\to1\), so

\[
M_{11}\to1-2=-1\ \ \text{(bend)},\qquad M_{11}\to0-4=-4\ \ \text{(cross)}.
\]

By continuity \(M_{11}\) is already negative slightly below threshold, so both structures bind. The confinement cost in the diagonal term is outweighed by the coupling between the two directions in the junction.

### Why there is one state below threshold

For \(s=-1\) the coupling enters \(M\) with a plus sign. It is a positive quadratic form, since

\[
\sum_{nm}\frac{nm\,b_nb_m}{n^2+m^2-\varepsilon}=\int_0^\infty\left[\sum_n n\,b_n e^{-(n^2-\varepsilon/2)t}\right]^2dt\ge0 .
\]

The diagonal part is positive too, so \(Mb=0\) has no solution with \(b\ne0\).

For \(s=+1\), suppose there were two bound states. At \(\varepsilon=1\), \(Q\) would be negative on every combination of them, including one with \(b_1=0\). It is therefore enough to show that \(M\) is positive at \(\varepsilon=1\) once mode 1 is removed. Let \(K_{nm}\) be the coupling and \(c=\sqrt{n^2-1}\). From \(2|b_nb_m|\le b_n^2\,n/m+b_m^2\,m/n\),

\[
\sum_{nm}K_{nm}b_nb_m\le\sum_n b_n^2\sum_m K_{nm}\frac nm .
\]

For the bend the inner sum obeys

\[
2n^2\sum_{m\ge2}\frac1{m^2+c^2}<2n^2\int_1^\infty\frac{dm}{m^2+c^2}<\frac{\pi n^2}{c}.
\]

The diagonal element exceeds \(2\pi c\), because \(\coth>1\). Positivity follows if \(n^2\le2(n^2-1)\), which holds for all \(n\ge2\).

For the cross the prefactor is 4, but \(m\) runs over odd values with spacing 2, so the bound is again \(\pi n^2/c\). The diagonal is \(\pi c[1+\tanh(\pi c/2)]\), and the condition \(n^2\le(n^2-1)[1+\tanh(\pi c/2)]\) holds for \(n\ge3\), where the tanh exceeds 0.99.

The cross also has states odd in \(x\). In the strip \(0<x<\tfrac12\) such a state vanishes at \(x=0\), so \(\int\psi_x^2\ge\pi^2\int\psi^2\) there, even with a free end at \(x=\tfrac12\). For \(x>\tfrac12\) it vanishes at \(y=\pm\tfrac12\), so \(\int\psi_y^2\ge\pi^2\int\psi^2\). Together these forbid \(\varepsilon<1\). The same argument covers states odd in \(y\). Each structure therefore has exactly one bound state below \(E_1\).

### Getting the numbers

With one mode, \(M_{11}=0\) reads

\[
\kappa_1(1+\coth\kappa_1)=\frac2{2-\varepsilon}\ \ \text{(bend)},\qquad
\kappa_1\left(1+\tanh\frac{\kappa_1}{2}\right)=\frac4{2-\varepsilon}\ \ \text{(cross)}.
\]

The roots are \(0.9464\) and \(0.6812\). They are upper bounds, since a truncated solution is a trial function with \(Q=0\). To improve them, keep \(N\) modes and find the \(\varepsilon\) at which the lowest eigenvalue of \(M\) crosses zero:

| Modes | Bend | Cross |
|---|---|---|
| 50 | 0.929276 | 0.659732 |
| 100 | 0.929182 | 0.659656 |
| 200 | 0.929145 | 0.659626 |
| 400 | 0.929130 | 0.659614 |

The slow tail comes from the re-entrant corner, whose interior angle is \(3\pi/2\). Near it \(\psi\sim r^{2/3}\), so \(a_n\sim n^{-5/3}\). The omitted part of the quadratic form then scales as \(\sum_{n>N}n\,a_n^2\sim N^{-4/3}\). This is a scaling estimate rather than a proof; the measured exponents are 1.327 and 1.333. Extrapolation gives

\[
\varepsilon_{\rm bend}=0.9291,\qquad \varepsilon_{\rm cross}=0.6596 .
\]

As a separate check, the regions were diagonalized by finite differences, with the arms cut off after \(7w\) (bend) and \(4w\) (cross), on grids of 16, 32 and 64 cells per width. Extrapolating these eigenvalues to zero spacing \(h\), with assumed error terms \(h^{4/3}\) (the same corner exponent) and \(h^2\), gives the same values to these digits, as the numerical output shows.

### A second state of the cross, inside the continuum

Now take a cross state odd in both \(x\) and \(y\). It vanishes on both axes, so one quadrant is a hard-wall bend of width \(w/2\). Energies scale as \(1/w^2\), which gives

\[
\varepsilon_{\rm emb}=4\,\varepsilon_{\rm bend}=3.716 .
\]

This is above \(E_1\), yet the state does not decay. At this energy the open mode in a horizontal arm is \(\cos(\pi y)\), which is even in \(y\); the corresponding mode in a vertical arm is even in \(x\). The odd-odd state couples to neither, and its own continuum starts at \(\varepsilon=4\). The protection rests on symmetry. If the \(x\) reflection is broken, for instance, coupling to the open mode of the vertical arms is allowed, and the state can become a resonance.

### Where they appear in the scattering matrix

Take the symmetric channel (\(s=+1\), and even-even for the cross) just above threshold, with \(k_1=\sqrt{k^2-\pi^2}\). The first mode in each arm is

\[
e^{-ik_1(x-x_0)}+S\,e^{ik_1(x-x_0)},
\]

where \(x_0\) is the interface. Let \(f\) be the logarithmic derivative of this mode at \(x_0\), after the closed modes have been eliminated. Then

\[
ik_1\frac{S-1}{S+1}=f\quad\Longrightarrow\quad S=-\frac{f+ik_1}{f-ik_1}.
\]

Below threshold set \(k_1=i\kappa_1\). Eliminating the closed modes (label \(c\)) from \(M\) gives

\[
g=M_{11}-M_{1c}M_{cc}^{-1}M_{c1}=f+\kappa_1,\qquad S=-\frac{g-2\kappa_1}{g}.
\]

The bound state, \(g=0\), is a pole of \(S\) on the positive imaginary \(k_1\) axis.

The residue also has a meaning. With \(b_1=1\), \(g\) is the stationary value of \(b^TMb\), so \(dg/dk^2=b^T(dM/dk^2)b\). Because \(\psi_0\) minimises \(Q\) at fixed interface values, \(dQ/dk^2=-\int\psi_0^2\). Hence \(dg/dk^2\) is \(-\int\psi_0^2\) for the bend and \(-\tfrac12\int\psi_0^2\) for the cross. Let \(C\) be the amplitude of the normalised transverse mode in an arm at the interface, for a normalised bound state. Since the squared transverse mode integrates to \(\tfrac12\) across an arm, \(C^2=1/(2\int\psi_0^2)\) in each. Summing over two or four arms gives, in both cases,

\[
S\simeq-\frac{2\kappa_1\sum_{\rm arms}C^2}{k^2-k_0^2},
\]

where \(k_0^2\) is the bound-state value. With 40 modes the residues are \(-1.532/w^2\) for the bend and \(-4.475/w^2\) for the cross. The last digit is not yet converged: 400 modes give \(-1.535/w^2\) and \(-4.477/w^2\). Tests against a spatial integration of \(\psi^2\) confirm both.

### What this means for a wire

Take an effective mass of \(0.07\) electron masses and \(w=20\) nm as round model parameters. Then \(E_1=13.43\) meV, and

\[
E_{\rm bend}=0.9291\times13.43=12.48\ \text{meV},\qquad
E_{\rm cross}=0.6596\times13.43=8.86\ \text{meV}.
\]

The binding energies \((1-\varepsilon)E_1\) are \(0.95\) and \(4.57\) meV, equal to \(k_BT\) at \(11\) and \(53\) K. The amplitude in an arm eventually falls off over

\[
\frac1{\kappa_1}=\frac{w}{\pi\sqrt{1-\varepsilon}}=23.9\ \text{nm (bend)},\qquad 10.9\ \text{nm (cross)}.
\]

The more weakly bound state spreads further: the junction square holds 45% of the probability in the bend and 67% in the cross. The embedded state of the cross lies at \(49.9\) meV.

If the mass is the same in both directions, the ratios \(0.93\) and \(0.66\) do not depend on its value or on \(w\). A mass that differs between \(x\) and \(y\) acts like unequal channel widths, as rescaling the coordinates shows, and changes the ratios. The change can be qualitative. Numerically, the bend state merges with the lowest threshold and disappears once the mass ratio exceeds about 1.33 (a width ratio of about 1.15). The odd-odd state of the cross, being a half-size bend, is lost at the same ratio. The ground state of the cross is still bound at a mass ratio of 4.8, though only weakly. They also belong to this geometry: equal widths, sharp corners, impenetrable walls and arms much longer than \(1/\kappa_1\). Rounded corners or penetrable walls change the boundary-value problem, and the energies must then be recomputed. In a real wire the wave function enters the walls, which lowers \(E_1\) itself, so the values in meV above illustrate the hard-wall model and are not predictions for a particular device.

## Computed values

```
Energies eps are in units of the first threshold E1
bend: M11 at threshold (w=1) = -1.0000
bend: one-mode upper bound eps = 0.9464
bend: eps with 50 modes = 0.929276
bend: eps with 100 modes = 0.929182
bend: eps with 200 modes = 0.929145
bend: eps with 400 modes = 0.929130
bend: convergence exponent = 1.327
bend: extrapolated eps = 0.92912
bend: finite-difference eps = 0.92912
bend: next box level, finest grid, eps = 1.0183
bend: S residue in k^2, 40 modes (1/w^2) = -1.53183
bend: residue from spatial norm (1/w^2) = -1.53183
bend: probability in junction square = 0.4499
cross: M11 at threshold (w=1) = -4.0000
cross: one-mode upper bound eps = 0.6812
cross: eps with 50 modes = 0.659732
cross: eps with 100 modes = 0.659656
cross: eps with 200 modes = 0.659626
cross: eps with 400 modes = 0.659614
cross: convergence exponent = 1.333
cross: extrapolated eps = 0.65961
cross: finite-difference eps = 0.65961
cross: next box level, finest grid, eps = 1.0461
cross: S residue in k^2, 40 modes (1/w^2) = -4.47508
cross: residue from spatial norm (1/w^2) = -4.47508
cross: probability in junction square = 0.6662
embedded cross state: 4 x bend eps = 3.7165
embedded cross state: finite-difference eps = 3.7164
embedded state: weight beyond 2.5 w from centre = 0.00072
example: effective mass = 0.07 electron masses
example: width = 20.0 nm
example: threshold E1 = 13.430 meV
example bend: bound energy = 12.478 meV
example bend: binding energy = 0.952 meV
example bend: amplitude decay length = 23.91 nm
example cross: bound energy = 8.858 meV
example cross: binding energy = 4.571 meV
example cross: amplitude decay length = 10.91 nm
example embedded: energy = 49.91 meV
```
